\section*{Equivalent Equilibrium Temperatures and the Vanishing Resistance of a Perfect Interface}

\section{A plane that is not there}

Heat leaving a transistor crosses many material boundaries, and each is assigned a thermal boundary resistance: temperature drop divided by heat flux per area. In the Landauer description two reservoirs send phonons towards the boundary, and the flux follows from their transmission. Now draw an imaginary plane through a uniform crystal. Every phonon crosses it, so the plane cannot impede heat. Yet the flux per temperature difference between the reservoirs is finite, and its inverse is a finite resistance.

That resistance is real as a property of the connection between two reservoirs. It becomes spurious when it is assigned to the plane and added to the Fourier resistances of the crystal on either side. The cure lies in which temperatures are subtracted.

\section{Setting and Landauer flux}

Atomic units are used in the algebra, so $\hbar=1$, and $T$ stands for $k_BT$, an energy. Leads L and R fill the left and right half-spaces. Scattering at the interface is elastic and conserves the wavevector $\mathbf k_\parallel$ along it. At given $\omega$ and $\mathbf k_\parallel$ each lead has at most one propagating channel, as in the lattice used below.

Lead $s$ sends phonons towards the interface with Bose occupation $n(\omega,T_{es})$, where $n(\omega,T)=1/(e^{\omega/T}-1)$. The temperature $T_{es}$ is the \emph{emitted} temperature. A mode of normal wavenumber $k$ and normal velocity $v=\partial\omega/\partial k>0$ carries energy $\omega$ at speed $v$, and $v\,dk=d\omega$. With $t$ the transmitted fraction of the energy flux, the flux from L to R is
\begin{equation}
q=\frac1{\mathcal A}\sum_{\mathbf k_\parallel}\int\frac{d\omega}{2\pi}\,\omega\,t(\omega,\mathbf k_\parallel)\,[n(\omega,T_{eL})-n(\omega,T_{eR})],
\label{flux}
\end{equation}
where $\mathcal A$ is the area. The same $t$ multiplies both terms, because the transmission of a channel pair is equal from either side; the explicit formula below shows this symmetry.

For a small bias $\Delta T_e=T_{eL}-T_{eR}$ about $T$, the bracket is $(\partial n/\partial T)\Delta T_e$. With the mode heat capacity $c(\omega)=\omega\,\partial n/\partial T$,
\begin{equation}
q=G_e\Delta T_e,\qquad
G_e=\frac1{\mathcal A}\sum_{\mathbf k_\parallel}\int\frac{d\omega}{2\pi}\,c\,t,\qquad R_e=\frac1{G_e}.
\label{Ge}
\end{equation}
At an imaginary plane $t=1$, and $G_e$ becomes the contact conductance $G_0$. It is finite because a crystal has a finite number of channels per area, each carrying a finite flux.

\section{The temperature next to the interface}

The emitted temperature describes half of the phonons near the interface, those travelling towards it. The others were reflected or came through from the far side. A local temperature has to represent the local energy density, hence all of them. A Fourier calculation needs, more precisely, the bulk temperature profiles extrapolated to the interface; the last section compares the two.

The \emph{equivalent equilibrium temperature} $T_s$ is therefore defined as the temperature at which lead $s$, in full equilibrium, would have the energy density that is actually present next to the interface. Densities are averaged over many wavelengths, outside the range of evanescent waves. The averaging removes interference: for an incident wave of unit amplitude and a reflected amplitude $\rho$,
\begin{equation}
|e^{ikz}+\rho e^{-ikz}|^2=1+|\rho|^2+2\,\mathrm{Re}(\rho^*e^{2ikz}),
\end{equation}
and the last term averages to zero.

On the left, each incident mode has a reflected partner of equal frequency and speed. Their occupations are
\begin{equation}
n_{\rm in}=n(\omega,T_{eL}),\qquad
n_{\rm out}=(1-t)\,n(\omega,T_{eL})+t\,n(\omega,T_{eR}).
\label{occ}
\end{equation}
In equilibrium at $T_L$ both would be $n(\omega,T_L)$. Equating energy densities, with the sum over incident modes of L,
\begin{equation}
\sum_{k\in L}2\omega\,n(\omega,T_L)=\sum_{k\in L}\omega\big[(2-t)\,n(\omega,T_{eL})+t\,n(\omega,T_{eR})\big].
\label{match}
\end{equation}
Expand each occupation to first order about $T$. The zeroth-order terms cancel, since $2=(2-t)+t$. Dividing the rest by $2\sum c$ gives
\begin{equation}
T_L=T_{eL}-\tfrac12\langle t\rangle_L\Delta T_e,\qquad
\langle t\rangle_s=\frac{\sum_{k\in s}c\,t}{\sum_{k\in s}c}.
\label{TL}
\end{equation}
Exchanging the leads reverses the sign of $\Delta T_e$:
\begin{equation}
T_R=T_{eR}+\tfrac12\langle t\rangle_R\Delta T_e.
\label{TR}
\end{equation}
The left side is cooled by phonons from the right, and the right side is warmed by phonons from the left. Subtracting and dividing by $q=\Delta T_e/R_e$,
\begin{equation}
\boxed{\;R=\frac{T_L-T_R}{q}=R_e\Big[1-\tfrac12\big(\langle t\rangle_L+\langle t\rangle_R\big)\Big].\;}
\label{main}
\end{equation}

The two kinds of average differ. $G_e$ is a sum over $d\omega=v\,dk$, so it weights modes by speed; $\langle t\rangle_s$ is a sum over $dk$, because slow phonons contribute to the energy density as much as fast ones of the same energy.

\section{When the resistance vanishes}

Since $t\le1$, the bracket in \eqref{main} is zero only if both averages equal one, which requires $t=1$ for essentially every mode of both leads. An imaginary plane in one crystal meets this condition.

For that plane the result does not need linear response. With $t=1$, the right-moving phonons have occupation $n(\omega,T_{eL})$ on both sides and the left-moving ones $n(\omega,T_{eR})$ on both sides. The crystal is the same, so the energy densities are the same and $T_L=T_R$ at any bias. The argument holds equally when the incoming phonons are not Bose-distributed: nothing changes on crossing the plane.

Two different crystals are another matter. Phonons in channels that exist in one lead alone are fully reflected. To find the least resistance compatible with given leads, note that raising any $t$ lowers the bracket in \eqref{main} and raises $G_e$. Both changes lower $R$. The minimum is therefore reached with $t=1$ in all shared channels, and it is positive if either lead has unshared ones. This remainder is a property of the junction and should not be subtracted away.

\section{Planes in series}

Whether a resistance belongs to an interface can be judged by stacking. Let planes $i=0,\dots,m-1$ stand in a row between reservoirs, each with one transmission $t_i$ common to all modes, in a single crystal, and neglect phase coherence between them. In linear response the right- and left-moving phonons in the gap before plane $i$ have temperatures $f_i$ and $b_i$. The planes mix them:
\begin{align}
f_{i+1}&=t_if_i+(1-t_i)b_{i+1},\\
b_i&=t_ib_{i+1}+(1-t_i)f_i.
\end{align}
The flux is $q=G_0(f_i-b_i)$ in every gap. The second relation gives $f_i-b_i=t_i(f_i-b_{i+1})$, so the emitted drop at plane $i$ is
\begin{equation}
f_i-b_{i+1}=\frac{q}{G_0t_i}.
\end{equation}
The local temperature is $(f_i+b_i)/2$. From the two relations, $f_i-f_{i+1}$ and $b_i-b_{i+1}$ are both equal to $(1-t_i)(f_i-b_{i+1})$, so the local drop is
\begin{equation}
\frac{f_i+b_i}2-\frac{f_{i+1}+b_{i+1}}2=\frac{1-t_i}{t_i}\,\frac q{G_0},
\end{equation}
in agreement with \eqref{main} for uniform $t$. At the left end the reservoir temperature $f_0$ exceeds the local one by $(f_0-b_0)/2=q/(2G_0)$, and the right end adds the same amount. Hence
\begin{equation}
\frac{f_0-b_m}{q}=\frac1{G_0}+\sum_{i=0}^{m-1}\frac{1-t_i}{G_0t_i}.
\label{stack}
\end{equation}
The contact term occurs once for the whole stack. Summing emitted resistances $1/(G_0t_i)$ would count it $m$ times. This additivity rests on the transmission being common to all modes. When $t$ depends on the mode, each plane filters the phonons that reach the next, and without scattering between the planes the values from \eqref{main} do not add; for the single soft junction of the lattice below, $1/G_0+R$ is already $119300$ against $R_e=125300$ \AA$^2$/eV.

For transmissions $1,\,0.9,\,1,\,0.5,\,1,\,0.7$ the local resistances sum to $0.111+1+0.429=1.540$ in units of $1/G_0$. Solving the linear equations of the stack gives $2.540$ between the reservoirs, which is this sum plus one. The emitted resistances sum to $7.540$, too large by five contact terms.

\section{A lattice in which everything can be computed}

Take a simple cubic lattice with one scalar displacement per atom, spacing $a$, equal springs $K$, and masses $m_L$ and $m_R$. The springs joining the two crystals are $\kappa K$. For fixed $\mathbf k_\parallel$ the layer amplitudes $u_n$ obey
\begin{equation}
m_s\omega^2u_n=K(2u_n-u_{n+1}-u_{n-1})+Ks_\parallel u_n,
\end{equation}
with $s_\parallel=4-2\cos k_xa-2\cos k_ya$. Let $\theta$ and $\varphi$ be the phase advances per layer in L and R, both between $0$ and $\pi$ for right-moving waves with time factor $e^{-i\omega\tau}$, $\tau$ being time. Then
\begin{equation}
\frac{m_L\omega^2}{K}=2(1-\cos\theta)+s_\parallel,\qquad
\frac{m_R\omega^2}{K}=2(1-\cos\varphi)+s_\parallel.
\label{disp}
\end{equation}

For a wave incident from L, write $u_n=e^{i\theta n}+\rho e^{-i\theta n}$ for $n\le0$ and $u_n=de^{i\varphi(n-1)}$ for $n\ge1$. At layer 0 the true equation differs from the bulk one in a single bond, so the force of the junction spring must equal the force of the bulk spring to the continued left wave, $K(u_0-u_1^{\rm cont})$. With $\rho=u_0-1$, the continued wave is
\begin{equation}
u_1^{\rm cont}=e^{i\theta}+(u_0-1)e^{-i\theta}=u_0e^{-i\theta}+2i\sin\theta .
\end{equation}
Layer 1 is treated likewise, with continued amplitude $de^{-i\varphi}$ at layer 0. The two conditions are
\begin{align}
u_0-u_0e^{-i\theta}-2i\sin\theta&=\kappa(u_0-d),\\
d-de^{-i\varphi}&=\kappa(d-u_0).
\end{align}
Define $\alpha=1-\kappa-e^{-i\theta}$ and $\beta=1-\kappa-e^{-i\varphi}$. The conditions become $\alpha u_0+\kappa d=2i\sin\theta$ and $\beta d+\kappa u_0=0$. Inserting $u_0=-\beta d/\kappa$ in the first gives
\begin{equation}
d=\frac{2i\kappa\sin\theta}{\kappa^2-\alpha\beta}.
\end{equation}
The energy flux through a bond is proportional to $K\,\mathrm{Im}(u_n^*u_{n+1})$, which is $K\sin\theta$ for the incident wave and $K|d|^2\sin\varphi$ for the transmitted one. Their ratio is
\begin{equation}
t=\frac{4\kappa^2\sin\theta\sin\varphi}{|\kappa^2-\alpha\beta|^2}.
\label{t}
\end{equation}
It is symmetric in the two leads. For $\kappa=1$ and $\theta=\varphi$ the denominator is $|1-e^{-2i\theta}|^2=4\sin^2\theta$, so $t=1$.

Solving the equations of a long finite chain with outgoing-wave ends tests both \eqref{t} and the energy shares in \eqref{match}. For $m_R/m_L=2$, $\kappa=0.6$, $s_\parallel=0.3$ and $\theta=1.1$, chain and formula both give $t=0.6706$. The fraction of the left spectral energy density supplied by the right lead is $0.3352$ when both leads emit at equal temperature; the predicted $t/2$ is $0.3353$. The small difference is within the tolerance for interference left by a finite averaging window.

\section{Numbers for a model crystal}

Choose $a=3$ \AA, $\hbar\sqrt{K/m_L}=0.010$ eV and $T=0.025$ eV. With $\hbar=1$, conductance per area is in eV/\AA$^2$ and resistance in \AA$^2$/eV. The mode sums for $G_e$ taken over the left and over the right lead agree within 0.2\%, so the fourth digit of a resistance is uncertain. The results are:
\begin{center}
\begin{tabular}{cccccc}
$m_R/m_L$ & $\kappa$ & $R_e$ & $\langle t\rangle_L$ & $\langle t\rangle_R$ & $R$\\
1 & 1 & 6827 & 1 & 1 & 0\\
1.1 & 1 & 8438 & 0.646 & 0.700 & 2760\\
2 & 1 & 60680 & 0.068 & 0.100 & 55570\\
4 & 1 & 316500 & 0.011 & 0.023 & 311300\\
1 & 0.1 & 125300 & 0.102 & 0.102 & 112500
\end{tabular}
\end{center}

The first row is the imaginary plane. Its emitted resistance, $3.3\times10^{-9}$ m$^2$K/W, is removed completely. For a mass ratio of 1.1 the emitted value is about three times $R$. For a mass ratio of 2,
\begin{equation}
R=60680\Big[1-\frac{0.0681+0.1002}{2}\Big]=60680\times0.9159\approx55570,
\end{equation}
or $2.6\times10^{-8}$ m$^2$K/W, and the correction is 8\% of $R_e$. Relative to $R_e$, the correction equals the mean of $\langle t\rangle_L$ and $\langle t\rangle_R$, so it is largest where transmission is high.

The same case can be followed through the temperatures. Emission at $0.0252$ and $0.0248$ eV gives, by numerical inversion of \eqref{match} and its counterpart on the right, $T_L=0.025186$ eV and $T_R=0.024820$ eV. The drop of $3.66\times10^{-4}$ eV divided by the computed flux, $6.592\times10^{-9}$ eV$^2$/\AA$^2$, gives about $55500$ \AA$^2$/eV, which agrees with the $55570$ found above within the rounding of the drop. The extra digits are needed because the drop is a small difference.

The averages for mass ratio 2 are low partly because few channels are shared. By \eqref{disp}, $m_L\omega^2/K$ runs from $s_\parallel$ to $s_\parallel+4$ in L and from $s_\parallel/2$ to $(s_\parallel+4)/2$ in R. These ranges overlap only if $s_\parallel<(s_\parallel+4)/2$, that is, $s_\parallel<4$, while $s_\parallel$ extends to 8. With all shared channels fully open the averages would still be only about $0.14$ and $0.21$, and the resistance about $31300$ \AA$^2$/eV. No interface that is elastic and conserves $\mathbf k_\parallel$ can do better between these leads, within \eqref{main}.

At large bias the imaginary plane behaves as argued. For emission at $0.040$ and $0.010$ eV both equivalent temperatures are $0.02598$ eV. They lie above the midpoint, $0.025$ eV, because $c=[y/\sinh y]^2$ with $y=\omega/2T$ grows with $T$. The energy density is thus a convex function of temperature, and the mean of its values at two temperatures exceeds its value at their midpoint.

\section{Why the correction differs from the contact resistance}

For uniform $t$ and identical leads, \eqref{main} gives $R=R_e-1/G_0$, which suggests subtracting the contact resistance in general. The soft junction in the last row shows the difference: $R_e-1/G_0=125300-6800=118500$ \AA$^2$/eV, whereas $R=112500$ \AA$^2$/eV.

Let $\bar t=G_e/G_0$ be the flux-weighted transmission. For identical leads \eqref{main} gives
\begin{equation}
R_e-R=R_e\langle t\rangle=\frac1{G_0}\,\frac{\langle t\rangle}{\bar t}.
\end{equation}
Here $\bar t=6827/125300=0.054$, while $\langle t\rangle=0.102$. The reason is visible in \eqref{t}. For $\theta=\varphi\ll1$ and $\kappa\ll1$, $\alpha\simeq-\kappa+i\theta$, so $\kappa^2-\alpha^2\simeq\theta^2+2i\kappa\theta$ and
\begin{equation}
t\simeq\frac{4\kappa^2}{\theta^2+4\kappa^2}.
\end{equation}
Phonons of small $\theta$ pass the soft junction well. At fixed $s_\parallel>0$ their normal velocity, proportional to $\sin\theta/\omega$, is small, so they count for little in the flux but fully in the energy density. This explains why the two numbers differ for leads that each emit at one temperature. It does not show that $R$ is the better value for a Fourier calculation with diffusive leads: there the extrapolated jump weights the modes differently again, as the next section shows.

\section{Diffusive leads and the limit of the formula}

Equation \eqref{main} assumes that each lead emits at one temperature in all directions. In a crystal carrying a steady heat flux this is not so: phonons arriving from farther up the gradient are hotter. The error can be worked out in a gray model with one speed $v$, heat capacity $C$ per volume, isotropic scattering, and specular transmission $t$ independent of angle.

Let $\mu$ be the direction cosine, $x$ the position in mean free paths, and $f(x,\mu)$ the temperature deviation of phonons moving along $\mu$. Then
\begin{equation}
\mu\,\partial_xf=T-f,\qquad T=\tfrac12\int_{-1}^1f\,d\mu .
\label{bte}
\end{equation}
For unit gradient the solution at large $x>0$ is $f=A+x-\mu$. Identical leads make the solution odd, $f(-x,-\mu)=-f(x,\mu)$, so the Fourier profiles extrapolated to the interface differ by $2A$. For $\mu>0$, phonons leaving the interface to the right are transmitted or reflected:
\begin{equation}
f(0^+,\mu)=t\,f(0^-,\mu)+(1-t)f(0^+,-\mu)=(1-2t)f(0^+,-\mu).
\label{bc}
\end{equation}

The flux has magnitude $\frac{Cv}2\int_{-1}^1\mu^2d\mu=Cv/3$, so the jump resistance is $6A/(Cv)$. Isotropic emission gives $G_0=\frac{Cv}2\int_0^1\mu\,d\mu=Cv/4$, and \eqref{main} becomes $4(1-t)/(tCv)$. The ratio of the Boltzmann jump to the formula is
\begin{equation}
\eta=\frac{3At}{2(1-t)}.
\end{equation}

Two moments of \eqref{bte} fix its limits. Integrating over $\mu$ shows that $\int\mu f\,d\mu$ is constant; its value at large $x$ is $-2/3$. At $x=0^+$, \eqref{bc} turns this into
\begin{equation}
2t\int_0^1\mu f(0^+,-\mu)\,d\mu=\frac23 .
\end{equation}
As $t\to0$, $f$ grows as $1/t$. Its leading part is fully reflected and carries no flux, so it is the constant $A$. Then $tA=2/3$ and $\eta\to1$.

Multiplying \eqref{bte} by $\mu$ and integrating gives $\partial_x\int\mu^2f\,d\mu=2/3$. Matching to large $x$ yields $\int\mu^2f\,d\mu=\frac23(A+x)$ everywhere. At $x=0^+$, with \eqref{bc},
\begin{equation}
\tfrac23A=2(1-t)\int_0^1\mu^2f(0^+,-\mu)\,d\mu .
\end{equation}
As $t\to1$, $f(0^+,-\mu)\to\mu$, the integral tends to $1/4$, and $A\to\frac34(1-t)$. Hence $\eta\to9/8$, while the jump itself goes to zero.

A numerical solution gives $\eta=1.007$, $1.066$ and $1.119$ at $t=0.05$, $0.5$ and $0.95$. For angle-independent $t$ the formula is thus too low by up to about a tenth of the true jump for partial transmission, and correct for the perfect plane.

That bound does not survive an angle-dependent transmission. For $t=1-\epsilon(\mu)$ with small $\epsilon$, the second moment gives $\frac23A=2\int_0^1\epsilon\mu^3d\mu$, while \eqref{main} gives $4\int_0^1\epsilon\,d\mu/(Cv)$. Hence
\begin{equation}
\eta\to\frac92\,\frac{\int_0^1\epsilon\,\mu^3d\mu}{\int_0^1\epsilon\,d\mu}.
\end{equation}
This is $9/8$ for constant $\epsilon$, but $45/16\approx2.8$ for $\epsilon\propto\mu^4$ and $9/20$ for $\epsilon\propto1-\mu$. The formula still gives zero for the perfect plane, but for interfaces that select modes, such as those of the table, its error against the extrapolated jump can have either sign and is not limited to a tenth.

The gray model also measures what the emitted resistance would do there. The conductivity is $Cv\Lambda/3$ for mean free path $\Lambda$, so $1/G_0=4/(Cv)$ equals the resistance of a crystal layer of thickness $4\Lambda/3$. Each imaginary plane would add such a layer, and the resistance of a uniform crystal would depend on how many planes were drawn in it. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
lattice spacing: 3.0 angstrom
hbar*sqrt(K/m_L): 0.010 eV
top phonon energy of left lead: 0.0346 eV
temperature k_B T: 0.025 eV
chain test: mass ratio 2, kappa 0.6, transverse term 0.3, theta 1.1 rad
  transmission, chain / formula: 0.670627 / 0.670627
  share of left density from right lead: 0.3352
  share of right density from left lead: 0.3352
  half the transmission: 0.3353
contact conductance G_0, mode sum: 1.4648e-04 eV/angstrom^2
contact conductance G_0, frequency integral: 1.4648e-04 eV/angstrom^2
interfaces: R_e and R in angstrom^2/eV, averages dimensionless
  m_R/m_L=1.0 kappa=1.0: R_e=6826.7 <t>_L=1.0000 <t>_R=1.0000 R=0.0
  m_R/m_L=1.1 kappa=1.0: R_e=8438.2 <t>_L=0.6459 <t>_R=0.7000 R=2760.0
  m_R/m_L=2.0 kappa=1.0: R_e=60680.4 <t>_L=0.0681 <t>_R=0.1002 R=55573.2
  m_R/m_L=4.0 kappa=1.0: R_e=316546.1 <t>_L=0.0107 <t>_R=0.0226 R=311271.4
  m_R/m_L=1.0 kappa=0.1: R_e=125340.8 <t>_L=0.1024 <t>_R=0.1024 R=112508.7
perfect plane, R_e converted: 3.255e-09 m^2 K/W
mass ratio 2, R_e converted: 2.893e-08 m^2 K/W
mass ratio 2, R converted: 2.649e-08 m^2 K/W
mass ratio 2, emitted temperatures: 0.0252, 0.0248 eV
  equivalent temperatures: 0.025186, 0.024820 eV
  heat flux (hbar=1): 6.5919e-09 eV^2/angstrom^2
  R from these temperatures: 55573.9 angstrom^2/eV
perfect plane, emitted temperatures: 0.040, 0.010 eV
  equivalent temperatures: 0.025981, 0.025981 eV
mass ratio 2, all shared channels fully open:
  averages left, right: 0.145, 0.214
  smallest possible R: 31337 angstrom^2/eV
stack transmissions: 1.0, 0.9, 1.0, 0.5, 1.0, 0.7
  reservoir-to-reservoir resistance: 2.5397 /G_0
  sum of equivalent-temperature resistances: 1.5397 /G_0
  sum of emitted-temperature resistances: 7.5397 /G_0
Milne constant, integral: 0.71045 mean free paths
Milne constant, ordinates: 0.71045 mean free paths
Boltzmann jump / formula at uniform transmission t:
  t=0.05: 1.0069
  t=0.25: 1.0337
  t=0.50: 1.0657
  t=0.75: 1.0961
  t=0.95: 1.1193
\end{verbatim}
